\section*{Tien–Gordon Current of an ac-Driven Tunnel Junction and Its Bessel Weights, part 1}

(Sections cited here and not found follow in the second part.)

\section{The theorem and its proof}

\subsection{The decision that depends on it}

Suppose that the static current--voltage curve of a tunnel junction is known, and that the dc current under a microwave drive is wanted. Two recipes are available. One averages the static curve over the voltages visited during a cycle. The other adds copies of the static curve, displaced by whole numbers of photon energies and multiplied by squared Bessel functions. For the superconducting junction worked out below, the first recipe gives $5.13\,\mathrm{nA}$ and the second $4.76\,\mathrm{nA}$. The theorem shows that the second recipe is right under stated conditions, and it also shows when the first may replace it.

\subsection{Model, signs and assumptions}

Let $e>0$ be the elementary charge. The electrodes are called L and R. The voltage $V(t)$ is the electric potential of R relative to L, so an electron in L has its energy raised by $eV(t)$ relative to one in R. The current $I$ is $e$ times the net rate at which electrons pass from L to R. With these signs a positive voltage and a positive current mean that the source delivers energy. The drive is
\begin{equation}
V(t)=V_0+V_{\rm ac}\cos\omega t,\qquad
\alpha=\frac{eV_{\rm ac}}{\hbar\omega},\qquad
V_n=V_0+\frac{n\hbar\omega}{e}.
\label{eq:drive}
\end{equation}
The Hamiltonian is
\begin{equation}
H(t)=H_0+eV(t)N_L+A+A^\dagger,\qquad H_0=H_L+H_R .
\label{eq:ham}
\end{equation}
Here $N_L$ counts the electrons in L, and $A$ moves one electron from L to R. Energies in $H_L$ and $H_R$ are measured from the common chemical potential of the unbiased junction. The assumptions are as follows.

\begin{enumerate}
\item The voltage shifts all electron energies in L equally. It is imposed from outside and is sinusoidal apart from its dc part.
\item Electrode L is normal, so that $[H_L,N_L]=0$. Electrode R may be normal, or a superconductor in mean-field theory.
\item Before tunnelling acts, each electrode is in equilibrium. The state $\rho_0$ is then a product of the two equilibrium states and commutes with $H_0$ and $N_L$.
\item The current is kept to second order in $A$, the leading order.
\item The correlation function $K(\tau)$ defined in Lemma 3 is absolutely integrable over $0<\tau<\infty$, and tunnelling was switched on long ago. Strictly constant densities of states without band edges do not satisfy this. Where they are used below, they stand for the limit of bands much wider than all the voltage and thermal energies involved.
\end{enumerate}

\subsection{Theorem}

\textit{Under assumptions 1 to 5 the current averaged over one period is}
\begin{equation}
I_{\rm dc}=\sum_{n=-\infty}^{\infty}J_n^2(\alpha)\,I_0(V_n),
\qquad \sum_{n=-\infty}^{\infty}J_n^2(\alpha)=1,
\label{eq:tg}
\end{equation}
\textit{where $I_0(V)$ is the current of the same junction at constant voltage $V$, to the same order in the tunnel coupling.}

The proof needs three lemmas. The first concerns the weights, the second moves the voltage into a phase, and the third expresses the current through an electrode correlation function.

\subsection{Lemma 1: Fourier coefficients and weights}

\textit{Let $g(\theta)=e^{-i\alpha\sin\theta}$ with real $\alpha$. Then}
\begin{align}
g(\theta)&=\sum_n J_n(\alpha)e^{-in\theta},
\label{eq:ja}\\
\frac1{2\pi}\int_0^{2\pi}g(\theta)g^*(\theta-x)\,d\theta
&=\sum_n J_n^2(\alpha)e^{-inx},
\label{eq:corr}\\
\sum_nJ_n^2=1,\qquad \sum_n nJ_n^2&=0,\qquad
\sum_n n^2J_n^2=\frac{\alpha^2}{2}.
\label{eq:moments}
\end{align}

\textit{Proof.} The function $g$ is smooth and periodic, so it equals its Fourier series. The coefficient of $e^{-in\theta}$ is
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}e^{i(n\theta-\alpha\sin\theta)}\,d\theta=J_n(\alpha),
\label{eq:bessel}
\end{equation}
which is Bessel's integral for the function of integer order $n$. This proves \eqref{eq:ja}. Replacing $\theta$ by $-\theta$ turns the integral into its complex conjugate, so $J_n$ is real. Replacing $\theta$ by $\pi-\theta$ in the integral for $J_{-n}$ leaves $\sin\theta$ unchanged and gives
\begin{equation}
J_{-n}(\alpha)=\frac1{2\pi}\int_0^{2\pi}
e^{-in(\pi-\theta)-i\alpha\sin\theta}\,d\theta
=(-1)^nJ_n(\alpha).
\label{eq:parity}
\end{equation}

For the correlation, insert \eqref{eq:ja} twice:
\begin{equation}
g(\theta)g^*(\theta-x)=\sum_{n,m}J_nJ_m\,
e^{-i(n-m)\theta}e^{-imx}.
\label{eq:double}
\end{equation}
The coefficients of a smooth periodic function fall faster than any power of $1/|n|$, so the sum may be integrated term by term. The average over $\theta$ vanishes unless $n=m$, which leaves \eqref{eq:corr}.

At $x=0$ the left side of \eqref{eq:corr} is the average of $|g|^2$. Since $\alpha\sin\theta$ is real, $|g|=1$, and the weights add up to one. The weights for $n$ and $-n$ are equal by \eqref{eq:parity}, so the first moment vanishes. For the second moment, differentiate:
\begin{equation}
g'(\theta)=-i\alpha\cos\theta\,g(\theta)
=\sum_n(-in)J_ne^{-in\theta}.
\label{eq:gprime}
\end{equation}
The average of $|g'|^2$ is $\alpha^2/2$ from the first form and $\sum n^2J_n^2$ from the second. $\square$

One more derivative gives a moment that will measure the quantum correction. From $g''=(i\alpha\sin\theta-\alpha^2\cos^2\theta)g$,
\begin{equation}
\sum_nn^4J_n^2
=\frac1{2\pi}\int_0^{2\pi}
\left(\alpha^2\sin^2\theta+\alpha^4\cos^4\theta\right)d\theta
=\frac{\alpha^2}{2}+\frac{3\alpha^4}{8}.
\label{eq:fourth}
\end{equation}

The normalization was also tested by explicit summation of Bessel functions at $\alpha=0.3$, $1.5$, $4$ and $12$. The largest departure of the sum from one was $6.7\times10^{-16}$, which is rounding error.

\textit{Remark.} The normalization rests on the modulus of $g$ and on nothing else about the sine. If the zero-average ac voltage is periodic but not sinusoidal, $g$ becomes another periodic phase factor with coefficients $c_n$. The same steps give $\sum|c_n|^2=1$, and the weights in the theorem become $|c_n|^2$.

\subsection{Lemma 2: the voltage becomes a tunnelling phase}

\textit{Let}
\begin{equation}
\varphi(t)=\frac{eV_0t}{\hbar}+\alpha\sin\omega t,
\qquad \hbar\dot\varphi(t)=eV(t).
\label{eq:phi}
\end{equation}
\textit{The transformed state $|\psi'\rangle=W|\psi\rangle$, with $W=e^{i\varphi N_L}$, evolves under}
\begin{equation}
H'(t)=H_0+Ae^{-i\varphi(t)}+A^\dagger e^{i\varphi(t)}.
\label{eq:hprime}
\end{equation}

\textit{Proof.} Differentiating $|\psi'\rangle$ and using the Schr\"odinger equation for $|\psi\rangle$ gives
\begin{equation}
i\hbar\,\partial_t|\psi'\rangle
=\left(WHW^\dagger+i\hbar\dot WW^\dagger\right)|\psi'\rangle .
\label{eq:gauge}
\end{equation}
Because $\dot W=i\dot\varphi N_LW$, the second term is $-\hbar\dot\varphi N_L=-eV(t)N_L$, and it cancels the voltage term of $H$. The operator $W$ commutes with $H_L$ by assumption 2, and with $H_R$ because it acts on L alone. Finally, $A$ removes one electron from L, so $N_LA=A(N_L-1)$. Hence
\begin{equation}
WAW^\dagger=A\,e^{i\varphi(N_L-1)}e^{-i\varphi N_L}
=Ae^{-i\varphi}.
\label{eq:wa}
\end{equation}
The adjoint gives the other tunnelling term. $\square$

The place of the voltage matters here. A mean-field superconductor does not conserve its electron number, so the same transformation applied to R would put a moving phase into its pair potential. Applied to the normal electrode, it leaves both electrode Hamiltonians unchanged.

\subsection{Lemma 3: current to second order}

\textit{With $A(\tau)=e^{iH_0\tau/\hbar}Ae^{-iH_0\tau/\hbar}$ and averages taken in $\rho_0$, define $K(\tau)=\langle[A^\dagger(0),A(\tau)]\rangle$. Then}
\begin{equation}
I(t)=\frac{2e}{\hbar^2}\,{\rm Re}\int_0^\infty d\tau\,K(\tau)\,
e^{-i[\varphi(t)-\varphi(t-\tau)]}.
\label{eq:it}
\end{equation}

\textit{Proof.} An electron that leaves L for R lowers $N_L$ by one, so the current operator is $-e\,dN_L/dt$. Since $[A,N_L]=A$ and $[A^\dagger,N_L]=-A^\dagger$,
\begin{equation}
\hat I=-\frac{ie}{\hbar}[H',N_L]
=-\frac{ie}{\hbar}\left(Ae^{-i\varphi}-A^\dagger e^{i\varphi}\right).
\label{eq:iop}
\end{equation}

Write $H_T(t)=A(t)e^{-i\varphi(t)}+A^\dagger(t)e^{i\varphi(t)}$ in the interaction picture. To first order the density operator is
\begin{equation}
\rho(t)=\rho_0-\frac i\hbar\int_{-\infty}^tdt'\,[H_T(t'),\rho_0].
\label{eq:rho}
\end{equation}
The average of $\hat I$ in $\rho_0$ is zero, because each of its terms changes $N_L$. Cyclic permutation under the trace turns the remaining term into
\begin{equation}
I(t)=-\frac i\hbar\int_{-\infty}^tdt'\,
\langle[\hat I(t),H_T(t')]\rangle .
\label{eq:kubo}
\end{equation}
The prefactors multiply to $(-i/\hbar)(-ie/\hbar)=-e/\hbar^2$. Terms with two operators $A$, or with two operators $A^\dagger$, change $N_L$ by two and average to zero. With $\varphi=\varphi(t)$ and $\varphi'=\varphi(t')$, what remains is
\begin{align}
I(t)=-\frac e{\hbar^2}\int_{-\infty}^tdt'\,\Big\{
&\langle[A(t),A^\dagger(t')]\rangle e^{-i(\varphi-\varphi')}\nonumber\\
&-\langle[A^\dagger(t),A(t')]\rangle e^{i(\varphi-\varphi')}\Big\}.
\label{eq:twoterms}
\end{align}
The rule $[X,Y]^\dagger=[Y^\dagger,X^\dagger]$ gives
\begin{equation}
[A(t),A^\dagger(t')]^\dagger=[A(t'),A^\dagger(t)]
=-[A^\dagger(t),A(t')].
\label{eq:adj}
\end{equation}
The second term in the braces is therefore the complex conjugate of the first, and the braces equal twice its real part. Because $\rho_0$ commutes with $H_0$, the average depends on $\tau=t-t'$ alone. It equals $\langle[A(\tau),A^\dagger(0)]\rangle=-K(\tau)$. This sign cancels the one in front, and \eqref{eq:it} follows. $\square$

\subsection{Proof of the theorem}

For a constant voltage $V$ the phase difference is $eV\tau/\hbar$, and Lemma 3 becomes
\begin{equation}
I_0(V)=\frac{2e}{\hbar^2}\,{\rm Re}\int_0^\infty
d\tau\,K(\tau)e^{-ieV\tau/\hbar}.
\label{eq:static}
\end{equation}
For the driven junction, set $\theta=\omega t$ and $x=\omega\tau$. The phase factor in \eqref{eq:it} is then
\begin{equation}
e^{-i[\varphi(t)-\varphi(t-\tau)]}
=e^{-ieV_0\tau/\hbar}\,g(\theta)g^*(\theta-x).
\label{eq:phasefactor}
\end{equation}
Average over a period of $t$. The phase factor has modulus one and $K$ is absolutely integrable, so the two integrations may be exchanged. Equation \eqref{eq:corr} then gives
\begin{align}
I_{\rm dc}
&=\frac{2e}{\hbar^2}\,{\rm Re}\int_0^\infty d\tau\,K(\tau)
e^{-ieV_0\tau/\hbar}\sum_nJ_n^2e^{-in\omega\tau}\nonumber\\
&=\sum_nJ_n^2\;\frac{2e}{\hbar^2}\,{\rm Re}\int_0^\infty
d\tau\,K(\tau)e^{-ieV_n\tau/\hbar}
=\sum_nJ_n^2I_0(V_n).
\label{eq:finish}
\end{align}
The sum may be taken outside the integral because the weights are positive with total one. The normalization is the first part of \eqref{eq:moments}. $\square$

\textit{Remark on meaning.} In the transformed frame the tunnelling amplitude contains the frequencies $eV_n/\hbar$ with amplitudes $J_n$. An electron that crosses from L to R with component $n$ has taken $n$ quanta $\hbar\omega$ from the drive, or has given up $|n|$ quanta if $n<0$. Amplitudes for different $n$ do interfere, but their products oscillate at multiples of $\omega$ and leave the time average. No quantization of the microwave field was used.

\textit{Remark on harmonics.} The products $J_nJ_m$ with $n\neq m$ in \eqref{eq:double} belong to the oscillating current. There the integral in \eqref{eq:static} is multiplied by a complex factor $e^{-i(n-m)\omega t}$ before the real part is taken. Its imaginary part then enters too, so $I(t)$ is in general not a sum of static currents with time-dependent real weights. The ohmic wide-band limit is an exception: there the imaginary part no longer depends on the voltage, its contribution cancels, and $I(t)=V(t)/R$.

\section{Consequences, limits and a worked junction}

\subsection{Symbols and results carried over}

The junction carries the voltage $V_0+V_{\rm ac}\cos\omega t$, with $\alpha=eV_{\rm ac}/(\hbar\omega)$ and $V_n=V_0+n\hbar\omega/e$. The operator $A$ moves an electron from the normal electrode L to R, $H_0$ is the Hamiltonian of the separate electrodes, and $K(\tau)$ is their tunnelling correlation function. To second order in $A$,
\begin{equation}
I_{\rm dc}=\sum_nJ_n^2(\alpha)I_0(V_n),\qquad
e^{-i\varphi(t)}=\sum_nJ_n(\alpha)e^{-ieV_nt/\hbar},
\label{eq:recall}
\end{equation}
where $\hbar\dot\varphi=eV(t)$. The weights have total one, first moment zero, second moment $\alpha^2/2$ and fourth moment $\alpha^2/2+3\alpha^4/8$.

\subsection{Corollary 1: ohmic, weak-drive and slow-drive limits}

\textit{Ohmic junction.} If $I_0=V/R$, the zeroth and first moments give $I_{\rm dc}=V_0/R$. The drive has no effect on the dc current. A wrong normalization would show here as a wrong resistance.

\textit{Weak drive.} For $\alpha\ll1$, expand
\begin{equation}
e^{-i\alpha\sin\theta}\approx1-\frac\alpha2
\left(e^{i\theta}-e^{-i\theta}\right)-\frac{\alpha^2}2\sin^2\theta .
\label{eq:weakphase}
\end{equation}
The coefficient of $e^{-i\theta}$ is $J_1\approx\alpha/2$, and the average is $J_0\approx1-\alpha^2/4$. Thus $J_{\pm1}^2\approx\alpha^2/4$ and $J_0^2\approx1-\alpha^2/2$, which add up to one at this order. The change of current is
\begin{equation}
I_{\rm dc}-I_0(V_0)\approx\frac{\alpha^2}4
\left[I_0(V_1)-2I_0(V_0)+I_0(V_{-1})\right].
\label{eq:weak}
\end{equation}
A finite second difference, with the photon energy as its step, takes the place of the second derivative of ordinary rectification. Besides $\alpha\ll1$, this requires the multiphoton terms to be negligible. If one photon leaves the bias deep in a gap but two photons lift it above, the two-photon term, with weight $J_2^2\approx\alpha^4/64$, can exceed everything kept in \eqref{eq:weak}, and the full sum is needed.

\textit{Slow drive.} Let $\omega\to0$ at fixed $V_{\rm ac}$. For each fixed $\tau$,
\begin{equation}
\alpha\left[\sin\theta-\sin(\theta-\omega\tau)\right]
\longrightarrow\frac{eV_{\rm ac}\tau}{\hbar}\cos\theta .
\label{eq:slowphase}
\end{equation}
The integrand of the current is bounded by $|K(\tau)|$, which is integrable, so the limit may be taken under the integral. It gives the average over the cycle,
\begin{equation}
I_{\rm dc}\longrightarrow\frac1{2\pi}\int_0^{2\pi}
I_0(V_0+V_{\rm ac}\cos\theta)\,d\theta .
\label{eq:classical}
\end{equation}

The moments show how the two recipes part. Expand $I_0$ about $V_0$. The mean square displacement is $(\hbar\omega/e)^2\alpha^2/2=V_{\rm ac}^2/2$, the same as for $V_{\rm ac}\cos\theta$, and the odd moments vanish in both cases. The recipes therefore agree for any cubic polynomial. The fourth moment is
\begin{equation}
\left(\frac{\hbar\omega}{e}\right)^4\sum_nn^4J_n^2
=\frac38V_{\rm ac}^4+\frac12V_{\rm ac}^2
\left(\frac{\hbar\omega}{e}\right)^2 .
\label{eq:fourthvolt}
\end{equation}
The first term is the classical one. Division of the second by $4!$ gives the leading difference for a smooth curve,
\begin{equation}
I_{\rm dc}-I_{\rm cycle}\approx\frac{V_{\rm ac}^2}{48}
\left(\frac{\hbar\omega}{e}\right)^2
\frac{d^4I_0}{dV^4}\bigg|_{V_0}.
\label{eq:difference}
\end{equation}
This requires both $V_{\rm ac}$ and $\hbar\omega/e$ to be small on the voltage scale over which $I_0$ changes its shape. The fourth derivative may have either sign, and so may the difference.

To second order in the tunnel coupling, the dc current is now proved to be a sum of static currents at voltages shifted by whole photon energies, with weights $J_n^2(\alpha)$ that add up to one, and its ohmic, weak-drive and slow-drive limits have been found. What remains is the energy balance, a test by direct time evolution, the worked superconducting junction, and the limits of the theorem.
